# Haacke's figure of merit and the 90 percent transmittance optimum: verification in Python

```python
# Result under test: a film with constant conductivity sigma and constant
# absorption coefficient alpha, without reflection, has its largest Haacke
# figure of merit phi = T**10 / Rs at thickness t = 1/(10 alpha), where
# T = exp(-1/10) and phi = sigma/(10 e alpha).
# T: transmittance (fraction), Rs: sheet resistance (ohm per square).
# Lengths are in nm and absorption coefficients in 1/nm unless named otherwise.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import lambertw

# Rough typical parameters of a doped zinc oxide electrode
density_cm3 = 3e20
mobility_cm2 = 20.0
alpha_cm = 2000.0
wavelength = 550.0
film_index = 1.9
glass_index = 1.5
mass_ratio = 0.3
growth = 0.2
dead_layer = 20.0
temperature = 300.0

alpha = alpha_cm * 1e-7
sigma_SI = const.e * density_cm3 * 1e6 * mobility_cm2 * 1e-4
sigma = sigma_SI * 1e-9          # sheet conductance in siemens per nm
t_best = 1 / (10 * alpha)
T_best = np.exp(-0.1)
phi_best = sigma / (10 * np.e * alpha)

# Film built cycle by cycle: conductances add, transmittances multiply
cycles = np.arange(1, 40001)
conductance = np.cumsum(np.full(cycles.size, sigma * growth))
transmitted = np.cumprod(np.full(cycles.size, 1 - alpha * growth))
exponent_results = []
for q in (1, 2, 5, 10, 20):
    merit = transmitted**q * conductance
    best = int(np.argmax(merit))
    assert abs(transmitted[best] - np.exp(-1 / q)) < 1e-4
    rising = np.diff(merit) > 0
    assert np.count_nonzero(rising[1:] != rising[:-1]) == 1
    exponent_results.append((q, transmitted[best]))
    if q == 10:
        best_cycles = int(cycles[best])
        assert abs(best_cycles * growth - t_best) < 2 * growth
        assert abs(merit[best] / phi_best - 1) < 1e-4


def merit_ideal(t):
    return np.exp(-alpha * t)**10 * sigma * t


# Thickness range that keeps 90 percent of the maximum
t_low = brentq(lambda t: merit_ideal(t) - 0.9 * phi_best, 1, t_best)
t_high = brentq(lambda t: merit_ideal(t) - 0.9 * phi_best,
                t_best, 5 * t_best)
for edge, branch in ((t_low, 0), (t_high, -1)):
    x_edge = -lambertw(-0.9 / np.e, branch).real
    assert abs(edge / t_best - x_edge) < 1e-6


def wave_T(t, lam, absorb, n_film, n_exit, extra_phase=0.0):
    """Transmittance from air through a coherent film into the exit medium."""
    N = n_film + 1j * absorb * lam / (4 * np.pi)
    r_front = (1 - N) / (1 + N)
    r_back = (N - n_exit) / (N + n_exit)
    passage = np.exp(2j * np.pi * N * t / lam)
    echo = r_front * r_back * passage**2 * np.exp(1j * extra_phase)
    amplitude = 4 * N / ((1 + N) * (N + n_exit)) * passage / (1 + echo)
    return n_exit * np.abs(amplitude)**2


# Check of the wave formula by integrating the wave equation
k0 = 2 * np.pi / wavelength
N_film = film_index + 1j * alpha / (2 * k0)
solution = solve_ivp(lambda z, y: [y[1], -(k0 * N_film)**2 * y[0]],
                     (t_best, 0), np.array([1, 1j * k0 * glass_index]),
                     method="DOP853", rtol=1e-10, atol=1e-12)
field, slope = solution.y[:, -1]
T_integrated = glass_index / abs((field + slope / (1j * k0)) / 2)**2
T_fringe_at_best = wave_T(t_best, wavelength, alpha,
                          film_index, glass_index)
assert abs(T_integrated - T_fringe_at_best) < 1e-6

# Index-matched film: reflection is tiny, the ideal optimum must appear
t_grid = np.arange(1.0, 1500.0, 0.1)
T_matched = wave_T(t_grid, wavelength, alpha, 1.0, 1.0)
i_matched = np.argmax(T_matched**10 * t_grid)
assert abs(t_grid[i_matched] / t_best - 1) < 0.01
assert abs(T_matched[i_matched] - T_best) < 0.002

# Reflection with fringes averaged out: thickness stays, T is scaled
phases = np.linspace(0, 2 * np.pi, 32, endpoint=False)
t_coarse = np.arange(1.0, 1500.0, 1.0)
T_average = wave_T(t_coarse[:, None], wavelength, alpha, film_index,
                   glass_index, phases[None, :]).mean(axis=1)
i_average = np.argmax(T_average**10 * t_coarse)
R_front = ((film_index - 1) / (film_index + 1))**2
R_back = ((film_index - glass_index) / (film_index + glass_index))**2
surface_factor = (1 - R_front) * (1 - R_back)
assert abs(t_coarse[i_average] / t_best - 1) < 0.01
assert abs(T_average[i_average] / (surface_factor * T_best) - 1) < 0.004
R_rear = ((glass_index - 1) / (glass_index + 1))**2

# Coherent fringes at one wavelength: maxima sit at half-wave thicknesses
T_fringe = wave_T(t_grid, wavelength, alpha, film_index, glass_index)
phi_fringe = T_fringe**10 * sigma * t_grid
inner = phi_fringe[1:-1]
peaks = 1 + np.where((inner > phi_fringe[:-2])
                     & (inner > phi_fringe[2:]))[0]
peaks = peaks[np.argsort(phi_fringe[peaks])[::-1]][:2]
half_wave = wavelength / (2 * film_index)
for i in peaks:
    order = round(t_grid[i] / half_wave)
    assert abs(t_grid[i] - order * half_wave) < 2.0

# Free-carrier absorption (Drude) and its change over the visible band
tau = mobility_cm2 * 1e-4 * mass_ratio * const.m_e / const.e


def drude_alpha(lam):
    omega = 2 * np.pi * const.c / (lam * 1e-9)
    loss = sigma_SI / (1 + (omega * tau)**2)
    return loss / (film_index * const.epsilon_0 * const.c) * 1e-9


omega_mid = 2 * np.pi * const.c / (wavelength * 1e-9)
sigma_ac = sigma_SI / (1 - 1j * omega_mid * tau)
eps_imag = (1j * sigma_ac / (const.epsilon_0 * omega_mid)).imag
N_drude = np.sqrt(film_index**2 + 1j * eps_imag)
alpha_check = 2 * omega_mid * N_drude.imag / const.c * 1e-9
assert abs(alpha_check / drude_alpha(wavelength) - 1) < 1e-3
assert drude_alpha(wavelength) < alpha

band = np.linspace(400, 700, 61)
alpha_band = alpha - drude_alpha(wavelength) + drude_alpha(band)
T_band = np.exp(-t_coarse[:, None] * alpha_band).mean(axis=1)
i_band = np.argmax(T_band**10 * t_coarse)
assert abs(T_band[i_band] - T_best) < 0.005
T_band_wave = wave_T(t_coarse[:, None], band[None, :],
                     alpha_band[None, :], film_index,
                     glass_index).mean(axis=1)
phi_band_wave = T_band_wave**10 * sigma * t_coarse
i_band_wave = np.argmax(phi_band_wave)

# Initial layer that absorbs but does not conduct
search = minimize_scalar(
    lambda t: -np.exp(-10 * alpha * t) * (t - dead_layer),
    bounds=(dead_layer, 2000), method="bounded", options={"xatol": 1e-5})
t_dead = search.x
T_dead = np.exp(-alpha * t_dead)
phi_dead = T_dead**10 * sigma * (t_dead - dead_layer)
assert abs(t_dead - dead_layer - t_best) < 0.01
assert abs(T_dead - np.exp(-0.1 - alpha * dead_layer)) < 1e-5

# Diffuse surface scattering of degenerate electrons
k_fermi = (3 * np.pi**2 * density_cm3 * 1e6)**(1 / 3)
free_path = const.hbar * k_fermi * mobility_cm2 * 1e-4 / const.e * 1e9
E_fermi = (const.hbar * k_fermi)**2 / (2 * mass_ratio * const.m_e) / const.e
kT = const.k * temperature / const.e
assert E_fermi > 10 * kT
kappa = t_best / free_path
# The substitution s = 1/u maps the infinite range of u onto 0..1
integral = quad(lambda s: (s - s**3) * (1 - np.exp(-kappa / s)), 0, 1)[0]
surface_loss = 1.5 / kappa * integral
assert abs(surface_loss / (3 / (8 * kappa)) - 1) < 1e-3

print(f"carrier density: {density_cm3:.1e} cm^-3")
print(f"mobility: {mobility_cm2:.0f} cm2/Vs")
print(f"conductivity: {sigma_SI / 100:.1f} S/cm")
print(f"absorption coefficient: {alpha_cm:.0f} cm^-1")
print(f"wavelength: {wavelength:.0f} nm")
print(f"film index: {film_index:.1f}, glass index: {glass_index:.1f}")
print(f"effective mass: {mass_ratio:.1f} electron masses")
print(f"growth per cycle: {growth:.1f} nm")
print(f"ideal optimum thickness: {t_best:.1f} nm")
print(f"best cycle count, explicit search: {best_cycles}")
print(f"ideal optimum transmittance: {T_best:.4f}")
print(f"ideal sheet resistance: {1 / (sigma * t_best):.2f} ohm/sq")
print(f"ideal figure of merit: {phi_best:.5f} ohm^-1")
for q, T_q in exponent_results:
    print(f"exponent {q}: best transmittance {T_q:.4f}")
print(f"90% of maximum, thickness: {t_low:.0f} to {t_high:.0f} nm")
print(f"90% of maximum, transmittance: {np.exp(-alpha * t_low):.3f}"
      f" to {np.exp(-alpha * t_high):.3f}")
print(f"index-matched wave optimum: {t_grid[i_matched]:.1f} nm,"
      f" T = {T_matched[i_matched]:.4f}")
print(f"reflectance air/film: {R_front:.4f}, film/glass: {R_back:.4f}")
print(f"fringe-averaged optimum: {t_coarse[i_average]:.0f} nm,"
      f" T = {T_average[i_average]:.4f}")
print(f"same T after rear glass face, single pass:"
      f" {T_average[i_average] * (1 - R_rear):.4f}")
print(f"half-wave thickness: {half_wave:.1f} nm")
for rank, i in enumerate(peaks, 1):
    print(f"fringe peak {rank}: {t_grid[i]:.1f} nm, T = {T_fringe[i]:.4f},"
          f" merit {phi_fringe[i]:.5f} ohm^-1")
print(f"with fringes at ideal thickness: T = {T_fringe_at_best:.4f},"
      f" merit {T_fringe_at_best**10 * sigma * t_best:.5f} ohm^-1")
for lam in (400, 550, 700):
    print(f"Drude absorption at {lam} nm: {drude_alpha(lam) * 1e7:.0f} cm^-1")
print(f"band 400-700 nm, no reflection: {t_coarse[i_band]:.0f} nm,"
      f" T = {T_band[i_band]:.4f}")
print(f"band 400-700 nm, on glass: {t_coarse[i_band_wave]:.0f} nm,"
      f" T = {T_band_wave[i_band_wave]:.4f},"
      f" merit {phi_band_wave[i_band_wave]:.5f} ohm^-1")
print(f"non-conducting layer: {dead_layer:.0f} nm")
print(f"optimum with that layer: {t_dead:.1f} nm, T = {T_dead:.4f},"
      f" merit {phi_dead:.5f} ohm^-1")
print(f"Fermi energy: {E_fermi:.3f} eV, kT at {temperature:.0f} K:"
      f" {kT:.4f} eV")
print(f"electron mean free path: {free_path:.2f} nm")
print(f"conductivity loss by surface scattering: {100 * surface_loss:.2f} %")
print("tests ok")
```

It prints:

```
carrier density: 3.0e+20 cm^-3
mobility: 20 cm2/Vs
conductivity: 961.3 S/cm
absorption coefficient: 2000 cm^-1
wavelength: 550 nm
film index: 1.9, glass index: 1.5
effective mass: 0.3 electron masses
growth per cycle: 0.2 nm
ideal optimum thickness: 500.0 nm
best cycle count, explicit search: 2500
ideal optimum transmittance: 0.9048
ideal sheet resistance: 20.81 ohm/sq
ideal figure of merit: 0.01768 ohm^-1
exponent 1: best transmittance 0.3679
exponent 2: best transmittance 0.6065
exponent 5: best transmittance 0.8187
exponent 10: best transmittance 0.9048
exponent 20: best transmittance 0.9512
90% of maximum, thickness: 304 to 766 nm
90% of maximum, transmittance: 0.941 to 0.858
index-matched wave optimum: 498.2 nm, T = 0.9052
reflectance air/film: 0.0963, film/glass: 0.0138
fringe-averaged optimum: 499 nm, T = 0.8074
same T after rear glass face, single pass: 0.7751
half-wave thickness: 144.7 nm
fringe peak 1: 433.7 nm, T = 0.8747, merit 0.01094 ohm^-1
fringe peak 2: 578.0 nm, T = 0.8482, merit 0.01071 ohm^-1
with fringes at ideal thickness: T = 0.7572, merit 0.00298 ohm^-1
Drude absorption at 400 nm: 736 cm^-1
Drude absorption at 550 nm: 1386 cm^-1
Drude absorption at 700 nm: 2235 cm^-1
band 400-700 nm, no reflection: 494 nm, T = 0.9046
band 400-700 nm, on glass: 336 nm, T = 0.8474, merit 0.00616 ohm^-1
non-conducting layer: 20 nm
optimum with that layer: 520.0 nm, T = 0.9012, merit 0.01699 ohm^-1
Fermi energy: 0.545 eV, kT at 300 K: 0.0259 eV
electron mean free path: 2.73 nm
conductivity loss by surface scattering: 0.20 %
tests ok
```
